# The Andersen force theorem and its leading neglected term: a program that tests the result

```python
# Andersen force theorem, tested on a one-dimensional Kohn-Sham model.
# Result under test: for a perturbation lam*w and N fixed electrons,
#   E_scf(lam)-E_scf(0) = E_band(lam)-E_band(0) + C*lam^2 + O(lam^3),
# where E_band is found in the frozen potential v_ext + v_Hxc[n0] + lam*w and
#   C = 1/2 * integral dn_frozen * K * dn_scf,  K = d v_Hxc / d n.
# With smeared occupations the energies are free energies (minus T*S).
# Symbols: n density, X0 frozen response, X self-consistent response,
# kT smearing, mu chemical potential, u displacement of the last ion.
# Hartree atomic units; all integrals are sums on a uniform grid.
import numpy as np
from types import SimpleNamespace
from scipy.optimize import brentq
from scipy.special import expit, xlogy

N = 6
charges = np.array([2.0, 1.0, 1.0, 1.0, 1.0])
ions = np.array([-5.0, -2.5, 0.0, 2.5, 5.0])
strength = 0.3                      # local attraction of the model functional
half_box, M = 12.0, 121
x = np.linspace(-half_box, half_box, M)
h = x[1] - x[0]
one = np.eye(M)
kinetic = (one - 0.5 * (np.eye(M, k=1) + np.eye(M, k=-1))) / h**2
coulomb = 1.0 / np.sqrt((x[:, None] - x[None, :])**2 + 1.0)
w = np.exp(-(x - ions[-1])**2)


def ion_positions(u):
    moved = ions.copy()
    moved[-1] += u
    return moved


def v_ext(u=0.0):
    d = x[:, None] - ion_positions(u)[None, :]
    return -(charges / np.sqrt(d**2 + 1.0)).sum(axis=1)


def ion_energy(u):
    R = ion_positions(u)
    return sum(charges[i] * charges[j] / np.sqrt((R[i] - R[j])**2 + 1.0)
               for i in range(len(R)) for j in range(i))


def e_hxc(n):
    hartree = 0.5 * h * h * n @ coulomb @ n
    return hartree - 0.5 * strength * h * np.sum(n**2 / (1.0 + n))


def v_hxc(n):
    return h * coulomb @ n - 0.5 * strength * (1.0 - 1.0 / (1.0 + n)**2)


def local_kernel(n):
    return np.diag(-strength / (1.0 + n)**3)


def kernel(n):
    return h * coulomb + local_kernel(n)


def solve(v, kT, mu=None):
    """Fill the levels of the potential v, at fixed N unless mu is given."""
    eps, orb = np.linalg.eigh(kinetic + np.diag(v))
    if mu is None:
        mu = brentq(lambda m: 2 * expit((m - eps) / kT).sum() - N,
                    eps[0] - 1, eps[-1] + 1, xtol=1e-14, rtol=1e-15)
    f, hole = expit((mu - eps) / kT), expit((eps - mu) / kT)
    TS = -2 * kT * np.sum(xlogy(f, f) + xlogy(hole, hole))
    band = 2 * f @ eps
    return SimpleNamespace(eps=eps, orb=orb, mu=mu, f=f, TS=TS, band=band,
                           free=band - TS, n=2 * (orb**2 @ f) / h,
                           number=2 * f.sum())


def frozen_response(s, kT):
    """Sum over states for dn/dv at fixed electron number."""
    de = s.eps[:, None] - s.eps[None, :]
    fp = -s.f * (1 - s.f) / kT
    near = np.abs(de) < 1e-7
    F = np.where(near, 0.5 * (fp[:, None] + fp[None, :]),
                 (s.f[:, None] - s.f[None, :]) / np.where(near, 1.0, de))
    X0 = np.zeros((M, M))
    for i in range(M):
        X0 += np.outer(s.orb[:, i], s.orb[:, i]) * ((s.orb * F[i]) @ s.orb.T)
    X0 *= 2 / h
    g = 2 / h * (s.orb**2 @ fp)
    if -g.sum() > 1e-9:
        X0 -= np.outer(g, g) / g.sum()
    return X0


def scf(v, kT, n, mixer):
    for _ in range(400):
        s = solve(v + v_hxc(n), kT)
        residual = s.n - n
        if np.max(np.abs(residual)) < 1e-11:
            return s
        n = n + mixer @ residual
    raise AssertionError("self-consistency not reached")


def ground_state(kT):
    n = (charges * np.exp(-(x[:, None] - ions)**2)).sum(axis=1) / np.sqrt(np.pi)
    for _ in range(200):
        n = n + 0.1 * (solve(v_ext() + v_hxc(n), kT).n - n)
    for _ in range(4):
        s = solve(v_ext() + v_hxc(n), kT)
        n = n + np.linalg.solve(one - frozen_response(s, kT) @ kernel(n), s.n - n)
    s = solve(v_ext() + v_hxc(n), kT)
    mixer = np.linalg.inv(one - frozen_response(s, kT) @ kernel(n))
    return scf(v_ext(), kT, n, mixer), mixer


def total(s, v):
    """Total electronic free energy, from its definition."""
    t = 2 * np.sum(s.f * np.sum(s.orb * (kinetic @ s.orb), axis=0))
    return t - s.TS + h * v @ s.n + e_hxc(s.n)


def double_counting(n):
    return e_hxc(n) - h * v_hxc(n) @ n


def slope(func, s):
    return (8 * (func(s) - func(-s)) - func(2 * s) + func(-2 * s)) / (12 * s)


def quadratic(func, s):
    """Coefficient of s^2 in func, given func(0) = 0."""
    even = lambda t: (func(t) + func(-t)) / (2 * t * t)
    return (4 * even(s) - even(2 * s)) / 3


def close(a, b, tol):
    assert np.max(np.abs(np.asarray(a) - np.asarray(b))) < tol, (a, b, tol)


print(f"electrons {N}; ion charges {charges} e; ion positions {ions} bohr")
print(f"box half-width {half_box:.1f} bohr, grid step {h:.2f} bohr, "
      f"{M} points; local strength {strength:.1f} hartree bohr")

for label, kT in (("sharp", 0.001), ("smeared", 0.05)):
    s0, mixer = ground_state(kT)
    n0, v0 = s0.n, v_ext() + v_hxc(s0.n)
    E0 = total(s0, v_ext())
    close(s0.free + double_counting(n0), E0, 1e-9)
    X0, K = frozen_response(s0, kT), kernel(n0)
    X = np.linalg.solve(one - X0 @ K, X0)
    dn_frozen, dn_scf = X0 @ w, X @ w
    C = 0.5 * h * dn_frozen @ K @ dn_scf
    C_hartree = 0.5 * h * dn_frozen @ (h * coulomb) @ dn_scf
    C_local = 0.5 * h * dn_frozen @ local_kernel(n0) @ dn_scf
    first = h * n0 @ w

    perturbed = lambda lam: scf(v_ext() + lam * w, kT, n0, mixer)
    dE = lambda lam: total(perturbed(lam), v_ext() + lam * w) - E0
    frozen = lambda lam: solve(v0 + lam * w, kT)
    dA = lambda lam: frozen(lam).free - s0.free
    slope_scf, slope_band = slope(dE, 0.005), slope(dA, 0.005)
    close(slope_scf, first, 1e-6)
    close(slope_band, first, 1e-6)
    close(slope(lambda t: frozen(t).n, 0.005), dn_frozen, 1e-5)
    close(slope(lambda t: perturbed(t).n, 0.005), dn_scf, 1e-5)
    second_scf, second_band = quadratic(dE, 0.01), quadratic(dA, 0.01)
    C_numeric = quadratic(lambda t: dE(t) - dA(t), 0.01)
    close(second_scf, 0.5 * h * w @ X @ w, 1e-4)
    close(second_band, 0.5 * h * w @ X0 @ w, 1e-4)
    close(C_numeric, C, 1e-3 * abs(C) + 1e-6)

    homo = N // 2 - 1
    print(f"[{label}] kT {kT:.3f} hartree; electronic total {E0:.6f} hartree; "
          f"T*S {s0.TS:.6f} hartree")
    print(f"  levels 3 and 4: {s0.eps[homo]:.5f}, {s0.eps[homo+1]:.5f} hartree; "
          f"occupations per spin {s0.f[homo]:.4f}, {s0.f[homo+1]:.4f}")
    print(f"  first-order slope: integral n0*w {first:.7f}, "
          f"SCF {slope_scf:.7f}, frozen band {slope_band:.7f}")
    print(f"  lambda^2 coefficient: SCF {second_scf:.6f}, "
          f"frozen band {second_band:.6f} 1/hartree")
    print(f"  neglected C: energies {C_numeric:.6f}, formula {C:.6f} 1/hartree")
    print(f"  parts of C: Hartree {C_hartree:.6f}, local {C_local:.6f} 1/hartree")

    if label == "sharp":
        assert s0.TS < 1e-8
        print("  lambda(hartree)  dE_SCF  dE_band  difference  C*lambda^2"
              "  (last four in millihartree)")
        for lam in (-0.04, -0.02, 0.02, 0.04, 0.08):
            a, b = dE(lam), frozen(lam).band - s0.band
            assert frozen(lam).TS < 1e-8 and perturbed(lam).TS < 1e-8
            print(f"  {lam:6.2f} {1e3*a:11.5f} {1e3*b:11.5f} "
                  f"{1e3*(a-b):10.5f} {1e3*C*lam**2:10.5f}")

        # Sign of the neglected term for repulsive and for attractive kernels.
        scale = np.max(np.abs(X0))
        X_rep = np.linalg.solve(one - X0 @ (h * coulomb), X0)
        K_att = local_kernel(n0)
        assert np.linalg.eigvals(one - X0 @ K_att).real.min() > 0
        X_att = np.linalg.solve(one - X0 @ K_att, X0)
        sym = lambda A: np.linalg.eigvalsh(0.5 * (A + A.T))
        assert sym(X_rep - X0).min() > -1e-9 * scale
        assert sym(X_att - X0).max() < 1e-9 * scale
        C_att = 0.5 * h * w @ (X_att - X0) @ w
        C_rep = 0.5 * h * w @ (X_rep - X0) @ w
        print(f"  C with Hartree kernel only {C_rep:.6f}, "
              f"with local attraction only {C_att:.6f} 1/hartree")

        # Displacement u of the last ion: potential frozen, or partly carried.
        R = ions[-1]
        blob = lambda u: np.exp(-(x - R - u)**2) / np.sqrt(np.pi)
        trial = lambda u: n0 + blob(u) - blob(0.0)
        E_u = lambda u: total(scf(v_ext(u), kT, n0, mixer), v_ext(u))
        A_fix = lambda u: solve(v_ext(u) + v_hxc(n0), kT).free
        A_mov = lambda u: solve(v_ext(u) + v_hxc(trial(u)), kT).free
        dc_mov = lambda u: double_counting(trial(u))
        ion = slope(ion_energy, 0.01)
        full = slope(lambda u: E_u(u) + ion_energy(u), 0.01)
        fix, mov, dc = (slope(q, 0.01) for q in (A_fix, A_mov, dc_mov))
        close(full, fix + ion, 1e-6)
        close(full, mov + dc + ion, 1e-6)
        assert abs(dc) > 1e-3
        w_u = slope(v_ext, 0.01)
        m = 2 * (x - R) * blob(0.0)
        err_fix = 0.5 * h * (-(X @ w_u)) @ K @ (X0 @ w_u)
        err_mov = 0.5 * h * (m - X @ w_u) @ K @ (X0 @ (w_u + K @ m) - m)
        num_fix = quadratic(lambda u: A_fix(u) - s0.free - E_u(u) + E0, 0.02)
        num_mov = quadratic(lambda u: A_mov(u) + dc_mov(u) - E_u(u), 0.02)
        close(num_fix, err_fix, 1e-3 * abs(err_fix) + 1e-5)
        close(num_mov, err_mov, 1e-3 * abs(err_mov) + 1e-5)
        print("  last ion displaced, slopes in hartree/bohr:")
        print(f"    full SCF with ion-ion {full:.6f}; ion-ion part {ion:.6f}")
        print(f"    frozen potential: band {fix:.6f}, band + ion-ion {fix+ion:.6f}")
        print(f"    carried potential: band {mov:.6f}, double counting {dc:.6f}, "
              f"sum with ion-ion {mov+dc+ion:.6f}")
        print("  u^2 coefficient of Harris-Foulkes minus SCF, hartree/bohr^2:")
        print(f"    frozen: energies {num_fix:.6f}, formula {err_fix:.6f}")
        print(f"    carried: energies {num_mov:.6f}, formula {err_mov:.6f}")
    else:
        # Entropy, occupation changes, and fixed mu in place of fixed N.
        inner_scf = slope(lambda t: dE(t) + perturbed(t).TS, 0.005)
        inner_band = slope(lambda t: frozen(t).band, 0.005)
        fixed_f = slope(lambda t: 2 * s0.f @ frozen(t).eps, 0.005)
        open_sys = lambda t: solve(v0 + t * w, kT, mu=s0.mu)
        open_band = slope(lambda t: open_sys(t).free, 0.005)
        open_N = slope(lambda t: open_sys(t).number, 0.005)
        close(fixed_f, first, 1e-6)
        close(open_band - s0.mu * open_N, first, 1e-6)
        assert abs(open_band - first) > 1e-3
        assert abs(inner_scf - inner_band) > 1e-5
        f_slope = slope(lambda t: frozen(t).f[homo], 0.005)
        print(f"  slope with occupations held {fixed_f:.7f}; "
              f"d(occupation of level 3)/d(lambda) {f_slope:.5f} 1/hartree")
        print(f"  slopes without -T*S: SCF {inner_scf:.6f}, "
              f"frozen band {inner_band:.6f}")
        print(f"  fixed mu {s0.mu:.6f} hartree: band slope {open_band:.6f}, "
              f"dN/d(lambda) {open_N:.6f} 1/hartree")
        print(f"  fixed-mu band slope minus mu*dN/d(lambda) "
              f"{open_band - s0.mu * open_N:.6f}")

print("all tests passed")
```

Running it gives:

```
electrons 6; ion charges [2. 1. 1. 1. 1.] e; ion positions [-5.  -2.5  0.   2.5  5. ] bohr
box half-width 12.0 bohr, grid step 0.20 bohr, 121 points; local strength 0.3 hartree bohr
[sharp] kT 0.001 hartree; electronic total -6.531940 hartree; T*S 0.000000 hartree
  levels 3 and 4: 0.03058, 0.12746 hartree; occupations per spin 1.0000, 0.0000
  first-order slope: integral n0*w 0.6717706, SCF 0.6717706, frozen band 0.6717706
  lambda^2 coefficient: SCF -0.295693, frozen band -0.869814 1/hartree
  neglected C: energies 0.574121, formula 0.574121 1/hartree
  parts of C: Hartree 0.632777, local -0.058656 1/hartree
  lambda(hartree)  dE_SCF  dE_band  difference  C*lambda^2  (last four in millihartree)
   -0.04   -27.34529   -28.24121    0.89593    0.91859
   -0.02   -13.55386   -13.78085    0.22698    0.22965
    0.02    13.31731    13.08539    0.23193    0.22965
    0.04    26.39918    25.46409    0.93509    0.91859
    0.08    51.86141    48.08509    3.77632    3.67437
  C with Hartree kernel only 0.593231, with local attraction only -0.289726 1/hartree
  last ion displaced, slopes in hartree/bohr:
    full SCF with ion-ion 0.022523; ion-ion part -0.202798
    frozen potential: band 0.225321, band + ion-ion 0.022523
    carried potential: band 0.011585, double counting 0.213735, sum with ion-ion 0.022523
  u^2 coefficient of Harris-Foulkes minus SCF, hartree/bohr^2:
    frozen: energies -0.143832, formula -0.143832
    carried: energies -0.017063, formula -0.017063
[smeared] kT 0.050 hartree; electronic total -6.606095 hartree; T*S 0.163065 hartree
  levels 3 and 4: 0.00164, 0.12065 hartree; occupations per spin 0.7503, 0.2176
  first-order slope: integral n0*w 0.6320290, SCF 0.6320290, frozen band 0.6320290
  lambda^2 coefficient: SCF -0.298056, frozen band -0.774285 1/hartree
  neglected C: energies 0.476229, formula 0.476229 1/hartree
  parts of C: Hartree 0.527819, local -0.051591 1/hartree
  slope with occupations held 0.6320290; d(occupation of level 3)/d(lambda) -0.32674 1/hartree
  slopes without -T*S: SCF 0.673029, frozen band 0.726213
  fixed mu 0.056664 hartree: band slope 0.474275, dN/d(lambda) -2.784039 1/hartree
  fixed-mu band slope minus mu*dN/d(lambda) 0.632029
all tests passed
```
